# Pump Absorption Depth and Thermoreflectance Phase of an Uncoated Half-Space

## 1. Two cases that can be seen through

A modulated pump beam heats an opaque solid, and a probe beam reads the oscillating surface temperature through the reflectance. Suppose first that heat cannot move at all. If the absorbed flux has amplitude $F$ and is absorbed exponentially over a depth $\delta$, the material just below the surface receives the power $F/\delta$ per volume. With heat capacity $C$ per volume and time factor $e^{i\omega t}$,

$$i\omega C\,T=\frac{F}{\delta}\quad\Rightarrow\quad T=\frac{F}{i\omega C\delta}.$$

Since $1/i=e^{-i\pi/2}$, the temperature lags the power by $90^\circ$: it is the time integral of the power.

Now suppose instead that heat does move, but all of it is released at the surface. The temperature then obeys $i\omega C\,T=kT''$, where $k$ is the conductivity and a prime means $d/dz$. The solution that decays into the solid is $T(0)e^{-qz}$ with

$$q=\sqrt{\frac{i\omega}{D}},\qquad D=\frac{k}{C},\qquad \operatorname{Re}q>0.$$

The flux entering at the surface is $-kT'(0)=kq\,T(0)=F$, so $T(0)=F/(kq)$. As $\sqrt i=e^{i\pi/4}$, the lag is $45^\circ$.

An uncoated sample heated over a wide spot lies between these cases. The result derived below is

$$\boxed{T(0)=\frac{F}{kq}\,\frac{1}{1+q\delta}}\tag{1}$$

and its phase runs from $-45^\circ$ towards $-90^\circ$ as $|q|\delta$ grows.

## 2. Assumptions and conventions

The solid fills $z>0$, is homogeneous and obeys Fourier's law. The pump spot is so wide that heat flows along $z$ alone. The front face loses no heat. Absorbed light becomes heat where and when it is absorbed, and the probe reads the temperature at $z=0$. Physical quantities are real parts of complex amplitudes times $e^{i\omega t}$, so a negative phase is a lag behind the pump. $T$ denotes the oscillating part of the temperature; the equation is linear, so the steady part separates from it.

The equations contain no $\hbar$, charge or electron mass. They read the same in atomic units as in any other consistent system.

It helps to define the thermal length $\mu=\sqrt{2D/\omega}=\sqrt{D/(\pi f)}$, with $f=\omega/2\pi$. Because $(1+i)^2=2i$,

$$q=\frac{1+i}{\mu},\qquad q\delta=(1+i)x,\qquad x=\frac{\delta}{\mu},\qquad |q|\delta=\sqrt2\,x .$$

## 3. Solving the heat equation

Dividing the energy balance $i\omega C\,T=kT''+(F/\delta)e^{-z/\delta}$ by $k$ gives

$$T''-q^2T=-\frac{F}{k\delta}e^{-z/\delta},\qquad T'(0)=0,\quad T(\infty)=0.\tag{2}$$

Try the particular solution $Ae^{-z/\delta}$. Substitution yields $A(1/\delta^2-q^2)=-F/(k\delta)$. Multiplying by $-\delta^2$ and solving,

$$A=\frac{F\delta}{k(q^2\delta^2-1)} .$$

The denominator cannot vanish, because $q^2\delta^2=i\omega\delta^2/D$ is imaginary.

To this we add the homogeneous solution $Be^{-qz}$; the growing one, $e^{+qz}$, is excluded by $T(\infty)=0$. The insulated face requires

$$T'(0)=-\frac{A}{\delta}-qB=0\quad\Rightarrow\quad B=-\frac{A}{q\delta}.$$

The temperature profile is therefore

$$T(z)=\frac{F\delta}{k(q^2\delta^2-1)}\left[e^{-z/\delta}-\frac{e^{-qz}}{q\delta}\right].\tag{3}$$

At $z=0$ the bracket equals $(q\delta-1)/(q\delta)$, and $q^2\delta^2-1=(q\delta-1)(q\delta+1)$. The factor $q\delta-1$ cancels:

$$T(0)=\frac{F\delta}{k(q\delta-1)(q\delta+1)}\,\frac{q\delta-1}{q\delta}=\frac{F}{kq(1+q\delta)} .$$

This is (1).

## 4. Where the factor comes from

Let the heating per volume be any profile $S(z)$, so that $T''-q^2T=-S/k$. Multiply by $e^{-qz}$ and integrate over the solid. Two integrations by parts give

$$\int_0^\infty e^{-qz}T''dz=-T'(0)-qT(0)+q^2\int_0^\infty e^{-qz}T\,dz .$$

The first term is zero at an insulated face, and the last cancels against the $-q^2T$ term of the equation. What remains is

$$T(0)=\frac{1}{kq}\int_0^\infty S(z)\,e^{-qz}\,dz.\tag{4}$$

Heat released at depth $z$ reaches the surface weakened by $e^{-z/\mu}$ and delayed by a phase $z/\mu$. The surface response adds these contributions. For exponential absorption,

$$\frac1\delta\int_0^\infty e^{-(q+1/\delta)z}dz=\frac{1}{\delta(q+1/\delta)}=\frac{1}{1+q\delta}.$$

The factor thus belongs to the exponential profile. Uniform heating down to a depth $d$ would give $(1-e^{-qd})/(qd)$ in its place.

## 5. The phase

The phase of $1/q$ is $-45^\circ$. Since $1+q\delta=(1+x)+ix$, the total phase is

$$\varphi=-45^\circ-\psi,\qquad \tan\psi=\frac{x}{1+x}.\tag{5}$$

The derivative of $x/(1+x)$ is $1/(1+x)^2>0$, so the extra lag $\psi$ grows steadily. It rises from $0$ at $x=0$ towards $45^\circ$, which no finite $x$ reaches.

Halfway, $\psi=22.5^\circ$ and $\tan\psi=\sqrt2-1$. Solving (5) for $x$,

$$x=\frac{\tan\psi}{1-\tan\psi}=\frac{\sqrt2-1}{2-\sqrt2}=\frac1{\sqrt2},\tag{6}$$

because $2-\sqrt2=\sqrt2(\sqrt2-1)$. Hence $|q|\delta=1$, or $\omega\delta^2/D=1$, and the phase passes $-67.5^\circ$ at

$$f_{1/2}=\frac{D}{2\pi\delta^2}.$$

A finite-volume solution of (2) at $|q|\delta=0.01,\ 0.1,\ 1,\ 10,\ 100$ gives phases of $-45.40^\circ$, $-48.78^\circ$, $-67.50^\circ$, $-86.22^\circ$ and $-89.60^\circ$. Its complex surface temperatures differ from (1) by at most $8.3\times10^{-6}$, relative to (1).

## 6. The two limits

**Shallow absorption.** For $|q|\delta\ll1$, expand $1/(1+q\delta)\approx1-q\delta$:

$$T(0)\approx\frac{F}{kq}-\frac{F\delta}{k}.$$

The leading correction is real, negative and independent of frequency. The surface-heating term falls as $\omega^{-1/2}$, so the correction gains weight as the frequency rises.

**Deep absorption.** For $|q|\delta\gg1$, write $1+q\delta=q\delta[1+1/(q\delta)]$ and use $kq^2=i\omega C$:

$$T(0)\approx\frac{F}{i\omega C\delta}\left(1-\frac1{q\delta}\right).$$

The leading term is the case without conduction from Section 1. Over one period heat moves a distance of order $\mu$, which is now much shorter than the scale $\delta$ on which the heating varies, and $k$ drops out.

The numerical solution shows the change of regime. When $k$ is doubled with $F$, $C$, $\omega$ and $\delta$ held fixed, the amplitude is multiplied by 0.7086 if $|q|\delta$ was 0.01 and by 0.9971 if it was 100. The first value is close to $1/\sqrt2$, as expected from $kq\propto\sqrt k$.

## 7. The same physics in time

Let a short pulse deposit unit energy per area at $t=0$. The initial temperature is $e^{-z/\delta}/(C\delta)$. Heat from each depth spreads as a Gaussian, and reflection at the insulated face doubles its value there:

$$T(0,t)=\frac1{C\delta}\int_0^\infty e^{-z/\delta}\,\frac{e^{-z^2/4Dt}}{\sqrt{\pi Dt}}\,dz .$$

Complete the square with $u=z/(2\sqrt{Dt})+\sqrt{Dt}/\delta$, for which

$$\frac{z^2}{4Dt}+\frac z\delta=u^2-\frac{Dt}{\delta^2},\qquad dz=2\sqrt{Dt}\,du .$$

The integral becomes

$$T(0,t)=\frac{1}{C\delta}\,e^{Dt/\delta^2}\,\operatorname{erfc}\!\left(\frac{\sqrt{Dt}}{\delta}\right).\tag{7}$$

At early times this stays near $1/(C\delta)$, a step whose response to a modulated pump is $1/(i\omega C\delta)$. At late times $\operatorname{erfc}(y)\approx e^{-y^2}/(y\sqrt\pi)$ gives $1/\sqrt{\pi kCt}$, the result for surface heating, in which $\delta$ no longer appears.

A modulated pump is a sequence of pulses, so $F\int_0^\infty T(0,t)e^{-i\omega t}dt$ must reproduce (1). Numerical integration at $\omega\delta^2/D=0.3$, 1 and 5 agrees with (1) to within $4.8\times10^{-11}$ in units of $F\delta/k$.

## 8. What the phase and the amplitude can tell

For pure surface heating the phase is $-45^\circ$ whatever the material. A finite, known $\delta$ gives the phase information on $D$. From a measured $\psi$, (6) gives $x$, and $\mu=\delta/x$ gives

$$D=\frac{\pi f\delta^2}{x^2}.\tag{8}$$

To see how phase errors propagate, differentiate $x=\tan\psi/(1-\tan\psi)$. With $1-\tan\psi=1/(1+x)$,

$$\frac{dx}{d\psi}=\frac{1+\tan^2\psi}{(1-\tan\psi)^2}=(1+x)^2+x^2=1+2x+2x^2 .$$

At fixed $\delta$ and $f$, $dD/D=-2\,dx/x$, so

$$\frac{dD}{D}=-2\left(\frac1x+2+2x\right)d\psi,\tag{9}$$

with $\psi$ in radians. The bracket is smallest where $-1/x^2+2=0$, that is $x=1/\sqrt2$. For a given phase error, $D$ is therefore best determined at $f_{1/2}$. The phase error need not be the same at all frequencies. If it comes from a fixed temperature noise, it scales as $1/|T(0)|\propto x\sqrt{1+2x+2x^2}$, and (9) then gives an error in $D$ proportional to $(1+2x+2x^2)^{3/2}$. This favours lower frequencies, down to where the wide-spot model fails (Section 10). An error in $\delta$ enters (8) doubled.

The amplitude is changed too. Since $k|q|=\sqrt{kC\omega}$, the surface-heating formula turns a measured amplitude into the effusivity $\sqrt{kC}$. Applied to (1), it returns a value too large by the factor

$$|1+q\delta|=\sqrt{(1+x)^2+x^2}=\sqrt{1+2x+2x^2}.$$

## 9. Worked example

Take $k=6.0$ W/(m K) and $C=1.20$ MJ/(m³ K), hence $D=5.00$ mm²/s, and $\delta=80$ nm. The absorbed power has mean and amplitude 2.0 mW. The $1/e^2$ radii are $w_1=20$ µm for the pump and $w_2=10$ µm for the probe. Averaging the Gaussian pump flux over the Gaussian probe gives

$$F=\frac{2P}{\pi(w_1^2+w_2^2)}=\frac{2(2.0\ \text{mW})}{\pi(500\ \text{µm}^2)}=2.546\ \text{MW/m}^2 .$$

At 10 MHz, $\mu=\sqrt{D/(\pi f)}=398.9$ nm and $x=80/398.9=0.2005$. Then

$$\psi=\arctan\frac{0.2005}{1.2005}=9.48^\circ,\qquad \varphi=-54.48^\circ .$$

Surface heating would give an amplitude of 119.72 mK. Dividing by $\sqrt{1+2x+2x^2}=1.217$ leaves 98.4 mK, or 8.48 µeV when multiplied by Boltzmann's constant.

| $f$ (MHz) | $x$ | $\varphi$ | $\lvert T(0)\rvert$ (mK) |
|---|---|---|---|
| 1 | 0.0634 | $-48.41^\circ$ | 355.4 |
| 10 | 0.2005 | $-54.48^\circ$ | 98.4 |
| 100 | 0.6341 | $-66.21^\circ$ | 21.6 |

In the wide-spot model the extra lag reaches one degree at 78.5 kHz, although $\delta$ is then still far below $\mu$. With the present spots, sideways heat flow (Section 10) shifts the phase at that frequency by more than this, in the opposite direction. The halfway frequency is 124.3 MHz. A surface-heating analysis of the amplitude would overstate the effusivity by 6.5 %, 21.7 % and 75.3 % at the three frequencies.

## 10. The example beside a real sample

The parameters are rough typical values for bulk glassy carbon, with a 785 nm pump and a 488 nm probe; a particular specimen needs its own measured values. Among the effects sized below, with the probe depth taken in its two pure cases, the finite spots shift the phase most at 1 MHz, and the depth seen by the probe does so at the two higher frequencies; the order can differ for the amplitude. The largest phase shift found among the effects sized below is $0.387^\circ$ at 1 MHz, $0.569^\circ$ at 10 MHz and $1.939^\circ$ at 100 MHz. If this one shift is present and ignored at each frequency, the $D$ inferred from (6) and (8) changes by about +29 %, +16 % and −28 %, with the signs of the shifts given below. The linear relation (9) gives sizes of 24 %, 15 % and 33 %; for changes this large it is only a rough guide. The effects act together, and their sum can differ in size and sign. Adding all the shifts below changes the inferred $D$ by about +11 %, −16 % and −35 % if heating changes the real part of the index, and by about +40 %, +11 % and +16 % if it changes the imaginary part.

**Finite spots.** A lateral wave of wave number $K$ adds $K^2$ to $q^2$, giving $q_K=\sqrt{K^2+i\omega/D}$. The two Gaussian beams weight it by $e^{-K^2(w_1^2+w_2^2)/8}$, so for an isotropic solid

$$T=\frac{P}{2\pi}\int_0^\infty\frac{K\,e^{-K^2(w_1^2+w_2^2)/8}}{kq_K(1+q_K\delta)}\,dK .$$

The phase of $q_K$ is below $45^\circ$, so sideways flow reduces the lag. The shift is $+0.387^\circ$ at 1 MHz and $+0.043^\circ$ at 10 MHz.

**Probe depth.** Light reflected from depth $z$ crosses that depth twice. To first order the reflected amplitude therefore weights $T(z)$ by $e^{2iNk_0z}$, where $N=1.9+0.8i$ is the index and $k_0$ the vacuum wave number of the probe. For the light field alone the time factor is taken as $e^{-i\omega_{\rm L}t}$, with $\omega_{\rm L}$ the optical frequency, so that a positive imaginary part of $N$ means absorption. By (2) and (1),

$$\frac{T''(0)}{T(0)}=q^2-\frac{q(1+q\delta)}{\delta}=-\frac q\delta .$$

Together with $T'(0)=0$ this gives $T(z)\approx T(0)[1-qz^2/(2\delta)]$ for $z\ll\delta$: the departure from $T(0)$ is complex and grows with frequency. The probe sees about 49 nm, where this quadratic form overstates the departure by roughly 20 to 40 %, so the shifts quoted next use the full profile $T(z)$. If heating changes the real part of $N$, the shifts at 10 and 100 MHz are $-0.495^\circ$ and $-1.939^\circ$; if it changes the imaginary part, they are $+0.569^\circ$ and $+1.421^\circ$. These are two pure cases, not bounds: in a mixture whose contributions to the reflectance nearly cancel, the shift can be larger.

**Excited carriers.** If they diffuse 10 nm and wait 1 ps before releasing their heat, both assumed values, the lag grows by $0.156^\circ$ at 10 MHz and $0.470^\circ$ at 100 MHz. In a semiconductor with long-lived carriers this effect has to be sized afresh.

**Steady heating.** The mean temperature rise is 5.91 K. With $C$ assumed to rise by 0.3 % per kelvin and $k$ held fixed, the phase at 10 MHz moves by $-0.068^\circ$.

**Air.** Treated as a conducting half-space, air takes up a flux proportional to $\sqrt{i\omega}\,T(0)$. This has the same phase as $kq\,T(0)$, so the loss lowers the amplitude, here by about 0.2 %, and, in the wide-spot model, leaves the phase unchanged.

**Fourier's law.** The kinetic estimate $k=Cv\Lambda/3$, with a rough sound speed $v=4000$ m/s, gives a mean free path $\Lambda$ of about 4 nm. This is well below both $\delta$ and the 126 nm thermal length at 100 MHz. A single average path cannot exclude a minority of heat carriers that travel farther.

The remaining values are in the numerical output below.

## Table of computed values

```
INPUTS (rough typical or assumed values)
conductivity: 6.0 W/(m K)
heat capacity per volume: 1.20 MJ/(m^3 K)
diffusivity: 5.00 mm^2/s
pump absorption depth: 80 nm
pump, probe wavelength: 785, 488 nm
probe index n, kappa: 1.9, 0.8
pump, probe 1/e^2 radius: 20, 10 um
absorbed power, mean and amplitude: 2.0 mW
probe-averaged flux amplitude: 2.546 MW/m^2
carrier delay: 1.0 ps
carrier diffusion length: 10 nm
sound speed: 4000 m/s
relative slope of heat capacity: 0.3 %/K
RESULTS at 1, 10, 100 MHz
thermal length mu (nm): 1261.6, 398.9, 126.2
x = delta/mu: 0.0634, 0.2005, 0.6341
|q| delta: 0.0897, 0.2836, 0.8968
surface phase (deg): -48.41, -54.48, -66.21
extra lag from absorption depth (deg): 3.41, 9.48, 21.21
surface amplitude (mK): 355.39, 98.36, 21.60
amplitude for surface heating (mK): 378.60, 119.72, 37.86
apparent/true effusivity, surface model: 1.065, 1.217, 1.753
10 MHz amplitude times k_B: 8.48 micro-eV
halfway frequency (-67.5 deg): 124.3 MHz
frequency of one degree extra lag: 78.5 kHz
diffusivity recovered from phase: 5.0000 mm^2/s
NEGLECTED EFFECTS: phase shift (deg) at 1, 10, 100 MHz
finite spots: 0.387, 0.043, 0.005
probe depth, real index change: -0.142, -0.495, -1.939
probe depth, imaginary index change: 0.192, 0.569, 1.421
carrier diffusion and delay: -0.050, -0.156, -0.470
heat capacity change by steady heating: -0.028, -0.068, -0.104
largest of these at 10 MHz: 0.569 deg
steady temperature rise: 5.91 K
amplitude lost to air: 0.208 %
kinetic mean free path: 3.75 nm
TESTS
|q| delta tested: 0.01, 0.10, 1.00, 10.00, 100.00
numerical phases (deg): -45.40, -48.78, -67.50, -86.22, -89.60
worst relative error, surface: 8.3e-06
worst relative error, profile: 8.3e-06
relative error, slab heating: 5.3e-08
amplitude ratio on doubling k, |q|delta = 0.01, 100: 0.7086, 0.9971
pulse response error: 4.4e-16
Fourier transform error: 4.8e-11
finite-spot relative error: 5.4e-13
probe weighting error: 8.6e-12
```
